# Generalized Norm Conservation and the Hermitian Ultrasoft Pseudopotential

## 1. Definitions and conventions

Hartree atomic units are used: energies are in hartree and lengths in bohr. A single electron moves in a given spherical local potential $V_{\rm AE}(r)$, without relativistic terms. We treat one angular-momentum channel $(l,m)$; channels with different $l$ or $m$ are orthogonal through their angular factors and can be treated separately. Each wave is a radial function $u(r)/r$ times a normalized spherical harmonic. Acting on $u$, the kinetic energy is

$$T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}, \tag{1}$$

and the inner product over the sphere $r<R$ is

$$\langle f|g\rangle_R=\int_0^R u_f^*(r)\,u_g(r)\,dr. \tag{2}$$

An inner product without the subscript $R$ covers all space. A prime denotes $d/dr$.

Choose real reference energies $\varepsilon_i$. For each one let $\psi_i$ be the solution, regular at the origin, of

$$(T+V_{\rm AE}-\varepsilon_i)\psi_i=0. \tag{3}$$

It need not be a bound state, since only integrals over the sphere will be taken. The pseudo wave $\phi_i$ is a smoother regular function that satisfies

$$\phi_i=\psi_i\ \ (r\ge R),\qquad \phi_i,\ \phi_i'\ \text{continuous at } R. \tag{4}$$

The real local potential $V_{\rm loc}$ is smooth inside the sphere and equals $V_{\rm AE}$ for $r\ge R$. Define

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\qquad B_{ij}=\langle\phi_i|\chi_j\rangle, \tag{5}$$

$$q_{ij}=\langle\psi_i|\psi_j\rangle_R-\langle\phi_i|\phi_j\rangle_R, \tag{6}$$

$$\beta_i=\sum_j (B^{-1})_{ji}\,\chi_j,\qquad D_{ij}=B_{ij}+\varepsilon_j q_{ij}, \tag{7}$$

$$S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|. \tag{8}$$

The matrix $B$ is assumed invertible. We shall show that

$$D_{ij}=D_{ji}^*, \tag{9}$$

$$\Big(T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|\Big)\phi_k=\varepsilon_k S\phi_k . \tag{10}$$

The functions $\chi_i$ vanish outside the sphere: there $\phi_i=\psi_i$ and $V_{\rm loc}=V_{\rm AE}$, so (5) reduces to (3). Nor is there a contribution concentrated at $r=R$. A jump in $\phi_i'$ would give $T\phi_i$ a delta function there, and (4) excludes such a jump. If the second derivative is matched as well, and $V_{\rm loc}$ is continuous, $\chi_i$ goes continuously to zero. The projectors $\beta_i$ are combinations of the $\chi_j$ and are therefore also confined to the sphere.

## 2. The pseudo waves solve the generalized equation

The projectors are dual to the pseudo waves. Taking the bra of $\beta_i$ conjugates the coefficients in (7):

$$\langle\beta_i|\phi_j\rangle=\sum_k (B^{-1})_{ki}^*\langle\chi_k|\phi_j\rangle .$$

By (5), $\langle\chi_k|\phi_j\rangle=\langle\phi_j|\chi_k\rangle^*=B_{jk}^*$. Hence

$$\langle\beta_i|\phi_j\rangle=\Big[\sum_k B_{jk}(B^{-1})_{ki}\Big]^*=\delta_{ij}. \tag{11}$$

The definition of $\beta_i$ can also be inverted:

$$\sum_i B_{ik}\beta_i=\sum_j\Big[\sum_i (B^{-1})_{ji}B_{ik}\Big]\chi_j=\sum_j\delta_{jk}\chi_j=\chi_k . \tag{12}$$

Now act on $\phi_k$. From (5),

$$(T+V_{\rm loc})\phi_k=\varepsilon_k\phi_k-\chi_k. \tag{13}$$

In the nonlocal term, (11) selects $j=k$. Inserting $D_{ik}=B_{ik}+\varepsilon_kq_{ik}$ and using (12),

$$\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|\phi_k\rangle=\sum_i D_{ik}\beta_i=\chi_k+\varepsilon_k\sum_i q_{ik}\beta_i . \tag{14}$$

When (13) and (14) are added, $\chi_k$ cancels:

$$\Big(T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|\Big)\phi_k=\varepsilon_k\Big(\phi_k+\sum_i q_{ik}\beta_i\Big). \tag{15}$$

By (11), the bracket on the right is $S\phi_k$. This proves (10).

Hermiticity was not used. The same cancellation occurs for any matrix $q$ if it appears in both $D$ and $S$. In particular, setting $q=0$ in both places gives

$$\Big(T+V_{\rm loc}+\sum_{ij}B_{ij}|\beta_i\rangle\langle\beta_j|\Big)\phi_k=\varepsilon_k\phi_k, \tag{16}$$

an ordinary eigenvalue equation whose operator is in general not Hermitian. Hermiticity does restrict $q$. If a Hermitian matrix $q'$ is used in both $D$ and $S$, equation (23) below gives $D'_{ij}-D'^*_{ji}=(\varepsilon_j-\varepsilon_i)(q'_{ij}-q_{ij})$, so the elements between different reference energies must take the values (6). The diagonal elements are not fixed by Hermiticity; their values in (6) are needed for the norms and energy slopes of Section 4.

## 3. Hermiticity from matching at the sphere

For two waves in the same channel define the surface quantity

$$W_{ij}[u]=\left(u_i^*u_j'-u_i'^*u_j\right)_{r=R}. \tag{17}$$

The centrifugal term in (1) is real and cancels from the following difference. Since $u_i^*u_j''-u_i''^*u_j$ is the derivative of $u_i^*u_j'-u_i'^*u_j$, and this vanishes at the origin for regular waves,

$$\langle\phi_i|T\phi_j\rangle_R-\langle T\phi_i|\phi_j\rangle_R=-\frac12W_{ij}[\phi]. \tag{18}$$

Thus $T$ is not Hermitian on the finite sphere; it leaves a surface term. The matrix $B$ inherits that term. Using $B_{ji}^*=\langle\chi_i|\phi_j\rangle_R$,

$$\begin{aligned}
B_{ij}-B_{ji}^*
&=\langle\phi_i|(\varepsilon_j-T-V_{\rm loc})\phi_j\rangle_R
-\langle(\varepsilon_i-T-V_{\rm loc})\phi_i|\phi_j\rangle_R\\
&=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_R+\frac12W_{ij}[\phi].
\end{aligned}\tag{19}$$

The real local potential cancels, and $\varepsilon_i$ comes out of the bra unchanged because it is real. The same calculation for the true waves, with $V_{\rm AE}$ in place of $V_{\rm loc}$, has zero on the left because of (3):

$$0=(\varepsilon_j-\varepsilon_i)\langle\psi_i|\psi_j\rangle_R+\frac12W_{ij}[\psi]. \tag{20}$$

Subtracting (20) from (19) and using (6),

$$B_{ij}-B_{ji}^*=-(\varepsilon_j-\varepsilon_i)q_{ij}+\frac12\left(W_{ij}[\phi]-W_{ij}[\psi]\right). \tag{21}$$

Definition (6) gives $q_{ji}^*=q_{ij}$, so

$$D_{ij}-D_{ji}^*=B_{ij}-B_{ji}^*+(\varepsilon_j-\varepsilon_i)q_{ij}
=\frac12\left(W_{ij}[\phi]-W_{ij}[\psi]\right). \tag{22}$$

The values and slopes of $\phi_i$ and $\psi_i$ agree at $R$. The two surface quantities are therefore equal, and (9) follows.

The operators are then Hermitian too. The adjoint of the nonlocal potential is $\sum_{ij}D_{ij}^*|\beta_j\rangle\langle\beta_i|$; exchanging the summation labels gives coefficients $D_{ji}^*=D_{ij}$. The same argument with $q$ shows that $S$ is Hermitian.

## 4. What norm conservation is replaced by

With matching satisfied, (21) becomes

$$B_{ij}-B_{ji}^*=-(\varepsilon_j-\varepsilon_i)q_{ij}. \tag{23}$$

If all $q_{ij}$ vanish, then $D=B$ is Hermitian, $S=1$, and (10) is an ordinary eigenvalue problem. This is generalized norm conservation: the condition covers the overlaps between different reference waves as well as their individual norms. Equal norms alone give $q_{ii}=0$ but do not make $B$ Hermitian when $q_{ij}\ne0$ for two different energies.

The ultrasoft construction gives up $q=0$ and places the missing overlap in $S$. From (8) and (11),

$$\langle\phi_i|S|\phi_j\rangle_R=\langle\phi_i|\phi_j\rangle_R+q_{ij}=\langle\psi_i|\psi_j\rangle_R. \tag{24}$$

A pseudo wave may therefore carry too little charge inside the sphere, provided that norms are evaluated with $S$.

This overlap also controls scattering near the reference energies. Take real waves, and let $\phi_E$ be a regular solution at energy $E$ of

$$(H-ES)\phi_E=0,\qquad H=T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|, \tag{25}$$

inside the sphere. Assume that it is unique up to scale near $\varepsilon_i$, can be chosen differentiable in $E$, and has $u(R)\ne0$. With a dot for $d/dE$, differentiation gives $(H-ES)\dot\phi_E=S\phi_E$. Project this onto $\phi_E$. The nonlocal terms are Hermitian on the sphere, because the projectors lie inside it, so moving $H-ES$ to the left leaves only the surface term of (18):

$$\langle\phi_E|S|\phi_E\rangle_R=-\frac12\left(u\dot u'-u'\dot u\right)_R=-\frac12u(R)^2\frac{dL}{dE},\qquad L=\frac{u'(R)}{u(R)}. \tag{26}$$

The last step is the quotient rule, $u^2\dot L=u\dot u'-u'\dot u$. For the true wave the same derivation applies with $S=1$ and no projectors. At $E=\varepsilon_i$ the values $u(R)$ agree by matching and the norms agree by (24). The pseudo and true logarithmic derivatives thus have the same value and the same first energy derivative there. Their difference begins at second order in $E-\varepsilon_i$ when both are smooth functions of energy. Away from the reference energies the pseudopotential remains an approximation.

## 5. The p channel of hydrogen

Take a nonrelativistic hydrogen atom with a fixed point nucleus, $V_{\rm AE}=-1/r$, and choose $l=1$, $R=5$. The references are the 2p state at $\varepsilon_1=-1/8$ and an unbound regular wave at $\varepsilon_2=1/4$. The first is normalized over all space and the second over the sphere. With $x=r/R$, the local potential inside is

$$V_{\rm loc}=-\frac{15-10x^2+3x^4}{8R}, \tag{27}$$

which matches $-1/r$ at $R$ through the second derivative and equals $-0.375$ hartree at the origin.

The true 2p wave is $u_1=r^2e^{-r/2}/\sqrt{24}$. Its value at $R$ is $U=0.41889$ bohr$^{-1/2}$, and its logarithmic derivative is $2/R-1/2=-0.1$ bohr$^{-1}$. Write its pseudo wave as $ax^2+bx^4+cx^6$. Since $d/dx=R\,d/dr$, the first $x$-derivative at the boundary is $5(-0.1)U=-0.5U$. The radial equation gives the second as $R^2u_1''=(2-2R+R^2/4)U=-1.75U$. Thus

$$a+b+c=U,\quad 2a+4b+6c=-0.5U,\quad 2a+12b+30c=-1.75U. \tag{28}$$

Subtracting twice the first equation from the second gives $2b+4c=-2.5U$. Subtracting the second from the third gives $8b+24c=-1.25U$. Eliminating $b$ yields $8c=8.75U$, and then

$$c=1.09375U=0.4582,\quad b=-3.4375U=-1.4399,\quad a=3.34375U=1.4007, \tag{29}$$

in bohr$^{-1/2}$. The second pseudo wave is matched in the same way.

The true 2p wave has norm $0.5595$ inside the sphere and the pseudo wave $0.4265$, so

$$q_{11}=0.5595-0.4265=0.1330. \tag{30}$$

The pseudo wave lacks 13.3% of one electron. The other overlaps give $q_{12}=0.1304-(-0.3144)=0.4448$ and $q_{22}=1-0.3544=0.6456$.

The computed $B$, in hartree, is clearly not symmetric:

$$B=\begin{pmatrix}-0.01843&-0.15163\\0.01518&0.10243\end{pmatrix}. \tag{31}$$

Its asymmetry, $B_{12}-B_{21}=-0.1668$, agrees with (23), $-(0.375)(0.4448)=-0.1668$. Adding $\varepsilon_jq_{ij}$, with the energy chosen by the column, gives

$$\begin{aligned}
D_{11}&=-0.01843-0.125(0.13297)=-0.0351,\\
D_{12}&=-0.15163+0.25(0.44484)=-0.0404,\\
D_{21}&=0.01518-0.125(0.44484)=-0.0404,\\
D_{22}&=0.10243+0.25(0.64562)=0.2638,
\end{aligned}\tag{32}$$

again in hartree. The off-diagonal elements now agree.

The role of the boundary can be seen by making the slope of $\phi_1$ at $R$ 10% too large in magnitude while keeping its value. Here $\chi_1$ and $B$ are taken from the interior $r<R$ only, as in (19), so the delta function that the kink produces at $R$ is left out of the projectors. In (22), the products containing $u_2'$ cancel, leaving

$$D_{12}-D_{21}=-\frac12(0.1)u_1'(R)u_2(R)=-0.05(-0.04189)(-0.6832)=-0.00143 \tag{33}$$

hartree. The directly constructed matrix has this same asymmetry. The delta function in $T\phi_1$ at the kink is not cancelled by these interior projectors, so (10) no longer holds at $R$.

An independent finite-element solution reproduces the logarithmic derivatives at both reference energies. Through (26), the energy slope of the pseudo solution at $\varepsilon_1$ gives a norm of $0.5595$: the true norm in the sphere, not the bare pseudo norm $0.4265$.

The lowest pseudo level is the 2p level, at $-0.1250$ hartree ($-3.401$ eV). The 3p level was not used in the construction. It lies at $-0.055493$ hartree, against $-0.055556$ for the true potential. The error is $0.063$ millihartree, or 0.11% of the true 3p binding energy.

## 6. Positivity and the role of the overlap operator

Hermiticity of $H$ and $S$ does not by itself ensure a sound eigenvalue problem. For a bound solution of $H\phi=ES\phi$, Hermiticity gives $(E-E^*)\langle\phi|S|\phi\rangle=0$. The energy must be real if the $S$-norm is nonzero, which is guaranteed when $S$ is positive definite. This is a separate condition. In the example $\det q=0.1330(0.6456)-0.4448^2<0$, so $q$ has one negative eigenvalue and positivity cannot be read off from $q$. The smallest eigenvalue of $S$ in the finite-element basis is $0.784$, so $S$ is positive there. Equations (9) and (10) also do not exclude spurious levels, called ghost states, at other energies. Here none lies below 2p in the calculation.

The overlap operator cannot be dropped while $D$ is kept. With $S$ replaced by 1, use the 2p pseudo wave as a trial function. Equation (10) gives $\langle\phi_1|H|\phi_1\rangle=\varepsilon_1\langle\phi_1|S|\phi_1\rangle=\varepsilon_1$, since (24) restores the full norm to one. The bare norm is $1-q_{11}$, so the variational principle gives

$$E_{\min}\le\frac{\varepsilon_1}{1-q_{11}}=\frac{-0.125}{0.867}=-0.144\ \text{hartree}. \tag{34}$$

The computed lowest level is $-0.178$ hartree, consistent with this upper bound and $0.053$ hartree below the correct 2p energy. The numerical check covers the matrix identities, the pointwise equation and these spectra.

## Values computed for the example and the checks

```
matching radius R: 5.000000 bohr
V_loc at r = 0: -0.375000 hartree
eps_1: -0.125000 hartree
u_1(R): 0.418888 bohr^-1/2
phi_1 coefficients of (r/R)^2,4,6: 1.400658 -1.439928 0.458159 bohr^-1/2
eps_2: 0.250000 hartree
u_2(R): -0.683201 bohr^-1/2
phi_2 coefficients of (r/R)^2,4,6: 0.630181 -2.897040 1.583658 bohr^-1/2
B row 1: -0.018431 -0.151634 hartree
B row 2: 0.015182 0.102433 hartree
true overlap in R row 1: 0.559507 0.130408 (dimensionless)
true overlap in R row 2: 0.130408 1.000000 (dimensionless)
pseudo overlap in R row 1: 0.426537 -0.314436 (dimensionless)
pseudo overlap in R row 2: -0.314436 0.354379 (dimensionless)
q row 1: 0.132970 0.444845 (dimensionless)
q row 2: 0.444845 0.645621 (dimensionless)
D row 1: -0.035052 -0.040423 hartree
D row 2: -0.040423 0.263838 hartree
B_12 - B_21: -0.166817 hartree
-(eps_2 - eps_1) q_12: -0.166817 hartree
largest |D - D^dagger|, real waves: 1.4e-16 hartree
largest |D - D^dagger|, complex waves: 2.9e-16 hartree
largest equation residual: 4.5e-12 hartree bohr^-1/2
D_12 - D_21, slope of phi_1 10% too large: -0.001431 hartree
surface term for that wrong slope: -0.001431 hartree
true u'/u at R, eps_1: -0.100000 bohr^-1
pseudo u'/u at R, eps_1: -0.100000 bohr^-1
norm in R from pseudo energy slope, eps_1: 0.559507 (dimensionless)
true u'/u at R, eps_2: 0.241759 bohr^-1
pseudo u'/u at R, eps_2: 0.241759 bohr^-1
norm in R from pseudo energy slope, eps_2: 1.000000 (dimensionless)
smallest eigenvalue of S in the basis: 0.784012 (dimensionless)
true 2p level: -0.125000 hartree
pseudo 2p level: -0.125000 hartree
true 3p level: -0.055556 hartree
pseudo 3p level: -0.055493 hartree
pseudo 2p level: -3.401423 eV
3p error, pseudo minus true: 0.062717 millihartree
lowest level with S replaced by 1: -0.178163 hartree
```
